# Guaranteed Convergence of the FFT Iteration for Two-Phase Heat Conduction

Let a periodic composite consist of two isotropic phases with conductivities $0<k_1<k_2$. The Moulinec-Suquet iteration finds its temperature gradient by repeatedly solving a uniform problem of conductivity $k_0$, which fast Fourier transforms (FFTs) make cheap. If

$$k_0=\frac{k_1+k_2}{2},\qquad\text{then}\qquad \|e_{n+1}-e\|\le r\,\|e_n-e\|,\qquad r=\frac{k_2-k_1}{k_2+k_1}.$$

Here $e$ is the solution, $e_n$ the $n$-th iterate, and $\|v\|^2=\langle v\cdot v\rangle$, with $\langle\cdot\rangle$ the average over the periodic cell. The bound holds for every arrangement of the phases. The mean is that of the two phase values, not the volume average of $k$.

## A layered cell, by hand

Let heat flow across a stack of layers. The gradient $e=dT/dx$ has a prescribed mean $E$, and the flux is $q=-ke$. In a steady state without sources, $ke$ is the same in every layer.

Split the conductivity as $k=k_0+(k-k_0)$. Constancy of $ke$ means $k_0e+(k-k_0)e=C$. Averaging gives $C=k_0E+\langle(k-k_0)e\rangle$. Subtracting $(k-k_0)e$ from $C$ and dividing by $k_0$,

$$e=E-\frac{(k-k_0)e-\langle(k-k_0)e\rangle}{k_0}.$$

The iteration inserts the old gradient on the right, reads off a new one on the left, and starts from $e_0=E$.

Take nine equal layers, seven of phase 1 with $k_1=0.04$ and two of phase 2 with $k_2=2.00$ W/(m K). The volume fractions are $f_1=7/9$ and $f_2=2/9$. The prescription gives $k_0=1.02$ W/(m K) and $r=1.96/2.04=0.9608$, so $(k-k_0)/k_0$ equals $-r$ in phase 1 and $+r$ in phase 2. Its average is $r(f_2-f_1)=-0.534$. With $E=1$, the first step gives

- phase 1: $e_1=1-(-0.961+0.534)=1.427$;
- phase 2: $e_1=1-(0.961+0.534)=-0.495$.

The solution follows from constant $ke$: it is $e=k_h/k$, with $1/k_h=f_1/k_1+f_2/k_2$. This gives $k_h=0.0511$ W/(m K) and gradients 1.278 and 0.026. The error in phase 1 was $1-1.278=-0.278$ and has become $1.427-1.278=+0.149$. It has changed sign and shrunk by a factor 0.534.

That factor can be found for any $k_0$. The error $\delta=e_n-e$ has zero mean and takes one value per phase, so it is $af_2$ in phase 1 and $-af_1$ in phase 2. Subtracting the equation for $e$ from the iteration gives

$$\delta'=-\frac{(k-k_0)\delta-\langle(k-k_0)\delta\rangle}{k_0}=\delta-\frac{k\delta-\langle k\delta\rangle}{k_0},$$

because $\langle\delta\rangle=0$. The average is $\langle k\delta\rangle=af_1f_2(k_1-k_2)$. In phase 1, therefore,

$$k\delta-\langle k\delta\rangle=af_2\big[k_1(1-f_1)+k_2f_1\big]=af_2\,(k_1f_2+k_2f_1).$$

Phase 2 gives the same bracket times $-af_1$. Hence

$$\delta'=g\,\delta,\qquad g=1-\frac{k_1f_2+k_2f_1}{k_0}.$$

For the arithmetic mean, put $k_1=k_0(1-r)$ and $k_2=k_0(1+r)$. Then $g=1-(f_1+f_2)-r(f_1-f_2)=-r(f_1-f_2)$, which is $-0.534$ here. Equal fractions would give the solution in one step. The number $r$ is thus an upper bound, which this start does not reach.

Now use the volume average as reference, $k_0=f_1k_1+f_2k_2=0.476$ W/(m K). The same formula gives $g=-2.29$, and the iteration diverges. When $k_1\ll k_2$, this reference gives $g\approx1-f_1/f_2$, so this laminate calculation diverges once $f_1>2f_2$, that is, for $f_2<1/3$.

Another start does reach the bound. Let the error be $+c$ in one of the two phase-2 layers, $-c$ in the other and zero elsewhere. Then $(k-k_0)\delta/k_0=r\delta$ already has zero mean, and $\delta'=-r\delta$.

## The general iteration

In two or three dimensions the unknown is a vector field $e=E+\nabla t$, with $t$ periodic. It must satisfy $\nabla\cdot(ke)=0$. Temperature and normal flux are continuous at the phase boundaries.

Define $\tau=(k-k_0)e$. Since $E$ is uniform, the heat equation becomes

$$k_0\nabla^2t=-\nabla\cdot\tau .$$

For a Fourier component with wavevector $\xi\ne0$, $\nabla$ becomes $i\xi$. Thus $-k_0|\xi|^2\hat t=-i\xi\cdot\hat\tau$, and

$$\hat t=\frac{i\,\xi\cdot\hat\tau}{k_0|\xi|^2},\qquad \widehat{\nabla t}=i\xi\,\hat t=-\frac{\xi(\xi\cdot\hat\tau)}{k_0|\xi|^2}.$$

Define the operator $P$ by

$$\widehat{Pv}(\xi)=\frac{\xi\,(\xi\cdot\hat v(\xi))}{|\xi|^2}\quad(\xi\neq0),\qquad \widehat{Pv}(0)=0 .$$

The iteration is then

$$e_{n+1}=E-P\big[\chi e_n\big],\qquad \chi=\frac{k-k_0}{k_0},\qquad e_0=E .$$

For layers, $\xi$ has one direction and $P$ simply removes the mean, as in the hand calculation.

A fixed point solves the original problem. The field $e-E$ is then a zero-mean gradient, which $P$ leaves unchanged, and $PE=0$, so $e-E=Pe$. The fixed-point equation reads $k_0Pe=-P[(k-k_0)e]$, or $P(ke)=0$. This says $\xi\cdot\widehat{ke}=0$ for every $\xi\ne0$, which is $\nabla\cdot(ke)=0$.

## Why the error contracts

At each $\xi\neq0$, $P$ is the matrix $\xi\xi^T/|\xi|^2$. It is symmetric, and its square is itself because $\xi^T\xi=|\xi|^2$. It is therefore an orthogonal projector, and Parseval's identity gives

$$\|v\|^2=\|Pv\|^2+\|v-Pv\|^2\quad\Rightarrow\quad\|Pv\|\le\|v\|.$$

Subtract the fixed-point equation from the iteration. With $\delta_n=e_n-e$,

$$\delta_{n+1}=-P[\chi\delta_n],\qquad \|\delta_{n+1}\|\le\|\chi\delta_n\|\le\rho\,\|\delta_n\|,$$

$$\rho(k_0)=\max\left(\left|1-\frac{k_1}{k_0}\right|,\left|1-\frac{k_2}{k_0}\right|\right).$$

The geometry has dropped out, since the last inequality uses the largest value of $|\chi|$ alone.

For every positive $k_0$, this maximum equals the larger of $1-k_1/k_0$ and $k_2/k_0-1$. The first rises with $k_0$ and the second falls, so the larger is smallest where they cross:

$$1-\frac{k_1}{k_0}=\frac{k_2}{k_0}-1\quad\Rightarrow\quad k_0=\frac{k_1+k_2}{2},\qquad \rho=\frac{k_2-k_1}{k_2+k_1}=r .$$

Because $r<1$, the contraction-mapping theorem also gives existence and uniqueness of the solution. The guarantee $\rho<1$ requires $k_0>k_2/2$. It is lost if $k_1=0$: then $1-k_1/k_0=1$ for every reference, and this argument no longer gives convergence.

No smaller factor serves all starts if a phase contains an open region. Take a smooth potential $\varphi$ that vanishes outside such a region, and let $\delta=\nabla\varphi$. On its support $\chi$ is constant, so $\chi\delta=\pm r\delta$ is still a gradient and $P$ leaves it alone. The error is multiplied by $-r$ in phase 2 and by $+r$ in phase 1. The same argument shows that for $k_0<k_2/2$ an error of this kind in phase 2 grows.

## The calculation on a grid

Sample $k$ and $e$ at the pixels of an $N\times N$ grid, with $N$ odd. Every nonzero discrete wavevector then has its opposite on the grid, so the discrete $P$ is a real orthogonal projector and the proof carries over unchanged. An even grid has unpaired highest frequencies that need separate treatment. On a square cell, integer wave numbers suffice, because $P$ does not depend on the length of $\xi$.

1. Set $k_0=(k_1+k_2)/2$ and $e=E$.
2. At each pixel, form $\chi e$.
3. Transform it, apply $\xi(\xi\cdot)/|\xi|^2$, set the zero-frequency term to zero, and transform back.
4. Subtract the result from $E$ to obtain the new $e$.
5. Stop when the error bound below meets the tolerance; otherwise return to 2.

In two dimensions a step costs two forward and two inverse scalar FFTs, hence of order $N^2\ln N$ operations.

The iteration was tested on a $7\times7$ cell with randomly placed pixels of the same two conductivities. A direct linear solve supplied the solution. The largest error ratio in any step was 0.922, below $r=0.961$.

## When to stop

The error is unknown during a calculation, but the last change is known. From the contraction and the triangle inequality,

$$\|\delta_n\|\le r\|\delta_{n-1}\|\le r\big(\|e_n-e_{n-1}\|+\|\delta_n\|\big).$$

Moving $r\|\delta_n\|$ to the left and dividing by $1-r$,

$$\|\delta_n\|\le\frac{r}{1-r}\|e_n-e_{n-1}\|,\qquad \frac{r}{1-r}=\frac{k_2-k_1}{2k_1}.$$

For the conductivities above, the multiplier is $1.96/0.08=24.5$. An error that is multiplied by $+r$, like the one in phase 1 above, turns both inequalities into equalities. A small change per step can therefore hide an error more than twenty times larger.

The number of steps can also be bounded beforehand. Since $P$ removes uniform fields, $e_1-e_0=-P[(\chi-\langle\chi\rangle)E]$. The variance of $\chi$ is $r^2-r^2(f_2-f_1)^2=4r^2f_1f_2$, because $f_1+f_2=1$. Hence

$$\|e_1-e_0\|\le2r\sqrt{f_1f_2}\,|E|.$$

Also $\|\delta_0\|\le\|e_1-e_0\|+\|\delta_1\|\le\|e_1-e_0\|+r\|\delta_0\|$. Solving for $\|\delta_0\|$ and using $\|\delta_n\|\le r^n\|\delta_0\|$,

$$\|\delta_n\|\le\frac{2r^{n+1}\sqrt{f_1f_2}}{1-r}\,|E|.$$

The ratio of successive increments is also at most $r$, so the stopping rule is met no later than this bound indicates.

At high contrast, let $x=k_1/k_2\ll1$. Then $-\ln r=\ln(1+x)-\ln(1-x)\approx2x$. The guaranteed number of steps thus grows as $k_2/k_1$, times a slowly growing logarithm from the factor $1/(1-r)$. When the phases are nearly equal, $r$ is small and a few steps suffice.

## The effective conductivity

For a mean gradient $E$, the effective conductivity in that direction is $k_{\rm eff}=\langle e\cdot ke\rangle/|E|^2$. Evaluate the same expression with an iterate $e_n=e+\delta_n$:

$$\langle e_n\cdot ke_n\rangle=\langle e\cdot ke\rangle+2\langle\delta_n\cdot ke\rangle+\langle\delta_n\cdot k\delta_n\rangle .$$

The middle term vanishes. Since $\delta_n$ is a zero-mean gradient, $\delta_n=P\delta_n$, and the symmetry of $P$ gives $\langle P\delta_n\cdot ke\rangle=\langle\delta_n\cdot P(ke)\rangle=0$. Therefore

$$0\le\langle e_n\cdot ke_n\rangle-k_{\rm eff}|E|^2\le k_2\|\delta_n\|^2 .$$

The estimate lies above the grid's own solution, with an error quadratic in the field error. A field error of $10^{-6}|E|$ leaves at most $2\times10^{-12}$ W/(m K) when $k_2=2$ W/(m K). This says nothing about the error of the grid itself.

## A pore in a thermal-barrier coating

Consider a zirconia coating near 1200 K, with rough round values: $k_2=2.00$ W/(m K) for the solid and $k_1=0.04$ W/(m K) for a gas-filled pore. The square cell has a side of 5 µm. The pore is a long elliptical cylinder, 3 µm wide and 1 µm thick, lying across the heat flow. It fills $\pi(0.3)(0.1)=0.0942$ of the cell. The mean gradient is 1 K/µm.

For a field error of at most $10^{-6}|E|$, the advance bound requires

$$n\ge\frac{\ln\!\big[10^{-6}(1-r)/(2\sqrt{f_1f_2})\big]}{\ln r}-1 .$$

With $1-r=0.0392$ and $2\sqrt{f_1f_2}=0.584$, this gives 412 steps. On a $243\times243$ grid the stopping rule was met after 258.

The last ratio of successive increments was 0.958, close to $r=0.961$, and it was also the largest. That the largest ratio comes last is no accident. The increments obey $d_{n+1}=Ad_n$ with $A=-P\chi P$, which is symmetric. By the Cauchy-Schwarz inequality, $\|Ad\|^2=\langle d\cdot A^2d\rangle\le\|d\|\,\|A^2d\|$, so the ratios cannot decrease. The early steps contract at least as fast as the late ones.

The effective conductivity depends on the grid as follows, in W/(m K). The last column is a separate finite-volume solution on the same pixels.

| $N$ | FFT | finite volume |
|---|---|---|
| 81 | 1.383 | 1.374 |
| 135 | 1.390 | 1.385 |
| 243 | 1.395 | 1.392 |

The two methods differ by 0.2% on the finest grid. Both values rise over these three grids, and both share the stepped pore outline, so the result is stated only as 1.4 W/(m K). The heat flux is about 1.4 MW/m².

The mean gradient in the pore follows from two averages along the flow, $f_1e_p+f_2e_s=E$ and $k_1f_1e_p+k_2f_2e_s=k_{\rm eff}E$. Multiplying the first by $k_2$ and subtracting the second,

$$e_p=\frac{k_2-k_{\rm eff}}{f_1(k_2-k_1)}E=\frac{0.605}{0.0942\times1.96}E\approx3.3E,$$

or 3.3 K/µm. The poorly conducting pore carries the steeper gradient.

On the $81\times81$ grid, with the same tolerance and each reference using its own $\rho$ in the stopping rule, $k_0=1.02$, 1.50 and 2.00 W/(m K) took 268, 396 and 530 steps. On a $45\times45$ grid with $k_2$ fixed, contrasts $k_2/k_1$ of 5, 50 and 500 took 24, 271 and 2997 steps, against guaranteed counts of 35, 413 and 4705. With this Fourier discretization, the actual and the guaranteed counts both grow nearly in proportion to the contrast once it is high. The growth of the actual count is not a property of the pore itself. If the gradient is formed from finite differences between pixel corners, each component of $\xi$ in $P$ is replaced by $\tan(\pi m/N)$, where $m$ is its integer wave number. The bound $r$ still holds, but the same three contrasts then take only 15, 29 and 36 steps.

## The model beside a real coating

Sprayed zirconia coatings commonly have porosities of roughly ten percent and conductivities of order 1 W/(m K), so the parameters and the result are in the right range. Real coatings, however, have irregular pores and thin cracks instead of one repeated cylinder. Cracks across the heat flow lower the conductivity; their effect is not calculated here.

The effect of pores of finite length can be estimated by treating each pore as a dipole. An ellipsoid in a uniform gradient $F$ has the interior gradient $e_p=F-Np$, with $p=(k_1-k_2)e_p/k_2$ and $N$ its shape factor; this standard result is taken over here. In a square or cubic array, the other pores give $F=E+f_1Lp$, with $L=1/2$ or $1/3$. Eliminating $F$ and using $k_{\rm eff}=k_2(1+f_1p/E)$,

$$k_{\rm eff}\approx k_2\left[1+\frac{f_1}{k_2/(k_1-k_2)+N-f_1L}\right].$$

For the cylinder, $N=0.750$ gives 1.41 W/(m K), within 1% of the grid result. For a flat spheroid with the same axis ratio and volume fraction, $N=0.635$ gives 1.55 W/(m K), which is 10% more. This second estimate is rougher, because such a spheroid spans about 0.8 of the cubic cell and its neighbours are close; three-dimensional finite-volume solutions still rise by about 0.01 W/(m K), to 1.51–1.52, between $40^3$ and $90^3$ cells, and extrapolate to 1.52–1.53 W/(m K), 1 to 2% lower.

Radiation through the coating is of similar size. For a grey layer between black walls, a diffusion estimate is $k_{\rm rad}=4n_r^2\sigma T^3H/(1+3\beta H/4)$, with $\sigma$ the Stefan-Boltzmann constant. Rough values are refractive index $n_r=2.1$, extinction $\beta=10$ mm⁻¹ and thickness $H=200$ µm. They give 0.14 W/(m K), or 10% of $k_{\rm eff}$, if radiation simply adds to conduction.

The other effects within one cell are smaller. Radiation across the pore, $4\sigma T^3$ times its thickness, is 1% of the pore's conductivity. At atmospheric pressure the gas mean free path is roughly 0.3 µm, not negligible beside the 1 µm pore; a temperature-jump estimate lowers a bulk gas value of 0.08 to about 0.04 W/(m K), the value used. Ignoring this confinement would raise $k_{\rm eff}$ by 3% on the $81\times81$ grid. That is also roughly the case of open pores at the many atmospheres of an engine, where the mean free path, inversely proportional to pressure, is much shorter. A solid conductivity varying as $1/T$ would change by 0.4% across the cell. Across the whole 200 µm coating, where this gradient gives a difference of 200 K, it would change by about 17%, so the cell result applies to the local temperature. The estimated average phonon mean free path, 0.5 nm, is far below the pore size, which supports Fourier's law in the solid.

These corrections far exceed the iteration's field error, at most $10^{-6}|E|$. The contraction bound certifies the solution of the chosen grid problem; the accuracy of the coating model has to be judged separately.

## Calculated quantities

```
solid, pore conductivity: 2.00, 0.04 W/(m K)
cell 5.0 um; pore 3.0 x 1.0 um
ideal pore fraction: 0.0942
reference k0: 1.020 W/(m K); bound r: 0.96078
error multiplier r/(1-r): 24.50
random 7x7 grid: operator norm 0.96078
random 7x7 grid: largest error ratio 0.92166
random 7x7 grid: direct k_eff 0.58281 W/(m K)
laminate: solid fraction 0.2222, best k0 1.0200 W/(m K)
laminate: volume-average k0 0.4756 W/(m K)
laminate error factor, phase mean: 0.5338
laminate error factor, volume mean: 2.2897
bump in solid: one-step factor 0.960784
relative error tolerance: 1e-06
grid 81: pore fraction 0.0953, steps 268
  k_eff FFT 1.3834, finite volume 1.3735 W/(m K)
grid 135: pore fraction 0.0945, steps 264
  k_eff FFT 1.3902, finite volume 1.3845 W/(m K)
grid 243: pore fraction 0.0942, steps 258
  k_eff FFT 1.3947, finite volume 1.3919 W/(m K)
FFT/finite-volume gap, finest grid: 0.21 %
finest grid: guaranteed steps 412
finest grid: largest, last ratio 0.9583, 0.9583
mean gradient: 1.0 K/um; in pore 3.277 K/um
heat flux magnitude: 1.395 MW/m2
grid 81, k0 1.02 W/(m K): bound 0.9608, steps 268
grid 81, k0 1.50 W/(m K): bound 0.9733, steps 396
grid 81, k0 2.00 W/(m K): bound 0.9800, steps 530
grid 45, contrast 5: r 0.6667, steps 24, bound 35
grid 45, contrast 50: r 0.9608, steps 271, bound 413
grid 45, contrast 500: r 0.9960, steps 2997, bound 4705
shape factors: cylinder 0.7500, spheroid 0.6354
dipole k_eff: cylinder 1.406, spheroid 1.547 W/(m K)
3D shape effect: 10.0 %
temperature 1200 K, coating 200 um
rough refractive index 2.1, extinction 10 /mm
radiation through coating: 0.138 W/(m K), 9.9 % of k_eff
radiation across pore: 0.000392 W/(m K), 0.98 % of pore k
gas mean free path 269 nm, Knudsen number 0.269
gas k: bulk 0.080, confined 0.0426 W/(m K)
k_eff with bulk gas, grid 81: 1.4243 W/(m K)
change of solid k over cell if k ~ 1/T: 0.42 %
phonon mean free path in solid: 0.50 nm
```
